**Phonon-drag thermopower: momentum balance and saturation**

The program examines S = f vΛ/(μT), where v is the sound velocity, Λ the phonon mean free path without carriers, μ the actual mobility, T the temperature and f the net share of the field's momentum passed to phonons. It asserts that the formula for phonon damping by carriers, and the phonon response to a carrier drift, agree with numerical golden-rule integrals for one mode. It solves coupled Boltzmann equations for Maxwell carriers and classical phonons, and asserts that their heat flux satisfies the momentum formula at four densities and in one case with impurities. Further assertions cover the low-density mobility, the onset of saturation, the logarithmic strong-coupling law and the degenerate limit 4k/(3e). For the model parameters, S is 16.4 mV/K at low density from the Boltzmann solution and 18.5 mV/K for common drift with classical phonons; the onset density for common drift is 6.0 × 10²¹ m⁻³. The output shows S falling with density, but more slowly than 1/n at every density listed. Assuming that all carriers drift together overestimates S at all four densities of the coupled solution.

## Verification by program

```python
"""Phonon-drag thermopower of a semiconductor and its saturation.

Result under test: S = f * v * L / (mu * T), with v the sound velocity,
L = v*tau the phonon mean free path without carriers, mu the actual carrier
mobility, T the temperature and f the share of the field's momentum that
carriers pass, net, to phonons.  For carriers drifting as a whole,
  S = kB/(3 n e) * integral d3q/(2 pi)^3 C(x) g*tau/(1+g*tau),
where n is carrier density, g(q) the damping rate of a phonon by carriers,
x = hbar*v*q/(kB*T), and C(x) the heat capacity of a mode in units of kB.
Carriers are positive, in one parabolic band, coupled to one longitudinal
branch by a deformation potential.  All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, k as kB, e, m_e, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

mass = 0.3 * m_e
deform = 5.0 * e
rho = 3000.0
v_sound = 5000.0
path = 1.0e-3
T = 40.0
kT = kB * T
tau = path / v_sound
q_thermal = np.sqrt(8 * mass * kT) / hbar
damping_slope = deform**2 * mass**2 / (2 * pi * rho * hbar**3)
fugacity_density = 2 * (mass * kT / (2 * pi * hbar**2))**1.5


def midpoint_grid(upper, points):
    step = upper / points
    return (np.arange(points) + 0.5) * step, step


def density(eta):
    """Carrier density for reduced chemical potential eta."""
    z, dz = midpoint_grid(np.sqrt(max(eta, 0) + 50), 40000)
    integral = np.sum(2 * z**2 * expit(eta - z**2)) * dz
    return (2 * mass * kT / hbar**2)**1.5 * integral / (2 * pi**2)


def drag_from_eta(eta, v=v_sound, bose=True):
    """Drag thermopower of drifting carriers; returns density and S."""
    y, dy = midpoint_grid(np.sqrt(max(eta, 0) + 50), 40000)
    q = y * q_thermal
    strength = damping_slope * q * expit(eta - y**2) * tau
    half_x = hbar * v * q / (2 * kT)
    capacity = (half_x / np.sinh(half_x))**2 if bose else 1.0
    modes = np.sum(q**2 * capacity * strength / (1 + strength))
    modes *= dy * q_thermal / (2 * pi**2)
    n = density(eta)
    return n, kB * modes / (3 * n * e)


def drag(n, bose=True):
    eta = brentq(lambda h: np.log(density(h) / n), -40, 400, xtol=1e-11)
    return drag_from_eta(eta, bose=bose)[1]


# --- Golden rule for one phonon mode, with carriers drifting along q ---
def phonon_gain(q, v, eta, occupation, drift):
    """Net phonon creation rate, integrated over transverse energy."""
    s, ds = midpoint_grid(60.0, 20000)
    k_low = mass * v / hbar - q / 2
    k_high = k_low + q

    def occupied(kz):
        energy = hbar**2 * kz**2 / (2 * mass) - hbar * kz * drift
        return expit(eta - s - energy / kT)

    low, high = occupied(k_low), occupied(k_high)
    net = high * (1 - low) * (occupation + 1) - low * (1 - high) * occupation
    states = 2 / (2 * pi)**3 * 2 * pi * mass * kT / hbar**2
    states *= mass / (hbar**2 * q)
    return pi * deform**2 * q / (rho * v) * states * np.sum(net) * ds


q_test, eta_test = 0.7 * q_thermal, 1.0
damping_formula = damping_slope * q_test * expit(eta_test - 0.7**2)
damping_errors = []
for v in (v_sound, v_sound / 10):
    x = hbar * v * q_test / kT
    planck = 1 / np.expm1(x)
    damping = (phonon_gain(q_test, v, eta_test, planck, 0.0)
               - phonon_gain(q_test, v, eta_test, planck + 1, 0.0))
    damping_errors.append(abs(damping / damping_formula - 1))
    du = 0.002 * v
    response = (phonon_gain(q_test, v, eta_test, planck, du)
                - phonon_gain(q_test, v, eta_test, planck, -du)) / (2 * du)
    balance = damping * q_test * hbar / kT / (4 * np.sinh(x / 2)**2)
    assert abs(response / balance - 1) < 1e-3
# Formula neglects terms of second order in the sound velocity.
assert damping_errors[0] < 0.02 and damping_errors[1] < 5e-4


# --- Coupled Boltzmann equations, Maxwell carriers, classical phonons ---
def coupled(n, impurity_rate=0.0, points=600):
    """Return mobility, S, and S of the drift assumption."""
    z, dz = midpoint_grid(6.0, points)
    energy = z**2
    weight = 2 * z * dz
    k = np.sqrt(2 * mass * kT) * z / hbar
    rate = mass * deform**2 * kT * k / (pi * hbar**3 * rho * v_sound**2)
    q = z * q_thermal
    strength = damping_slope * q * n / fugacity_density * np.exp(-energy) * tau
    ratio = strength / (1 + strength)
    half = np.eye(points) / 2
    upper = np.triu(np.ones((points, points)), 1) + half
    lower = np.tril(np.ones((points, points)), -1) + half
    to_phonons = upper * np.exp(energy[:, None] - energy[None, :]) * weight
    to_phonons /= to_phonons.sum(axis=1)[:, None]
    to_carriers = lower * energy * weight
    to_carriers /= to_carriers.sum(axis=1)[:, None]
    returned = to_carriers @ (ratio[:, None] * to_phonons)
    matrix = np.diag(rate + impurity_rate) - rate[:, None] * returned
    field = 1.0
    force = np.full(points, e * field * hbar / (mass * kT))
    phi = np.linalg.solve(matrix, force)
    maxwell = 2 / np.sqrt(pi) * weight * z * np.exp(-energy)
    velocity = 2 * kT / (3 * hbar) * np.sum(maxwell * energy * phi)
    mode_weight = q**2 * dz * q_thermal / (2 * pi**2)
    heat = kT**2 / (3 * hbar) * np.sum(mode_weight * ratio * (to_phonons @ phi))
    s_drift = kB / (3 * n * e) * np.sum(mode_weight * ratio)
    return velocity / field, heat / (n * e * velocity * T), s_drift


mu_ac = (2 * np.sqrt(2 * pi) * e * hbar**4 * rho * v_sound**2
         / (3 * mass**2.5 * kT**1.5 * deform**2))
mu_drift = 9 * pi / 32 * mu_ac
s_low = v_sound * path / (mu_ac * T)
s_low_drift = v_sound * path / (mu_drift * T)

mu_num, s_num, _ = coupled(1e15)
assert abs(mu_num / mu_ac - 1) < 2e-3
assert abs(s_num / s_low - 1) < 2e-3
s_classical = drag(1e15, bose=False)
s_quantum = drag(1e15)
assert abs(s_classical / s_low_drift - 1) < 1e-3

coupled_rows = []
for n in (1e18, 1e20, 1e21, 1e22):
    mu, s, s_drift = coupled(n)
    assert abs(s * mu * T / (v_sound * path) - 1) < 3e-3
    assert s_drift > s
    coupled_rows.append((n, mu, s, s_drift))

n_imp = 1e21
impurity_rate = e / (mass * mu_ac)
mu_imp, s_imp, _ = coupled(n_imp, impurity_rate)
fraction = 1 - mu_imp * mass * impurity_rate / e
assert abs(s_imp * mu_imp * T / (fraction * v_sound * path) - 1) < 3e-3
assert fraction < 0.9


# --- Onset of saturation and its strong-coupling limits ---
def path_ratio(G):
    return quad(lambda y: 2 * y**3 * np.exp(-y**2)
                / (1 + G * y * np.exp(-y**2)), 0, 8, epsabs=1e-12,
                limit=200)[0]


a_onset = 3 * np.sqrt(pi) / (16 * np.sqrt(2))
assert abs((1 - path_ratio(1e-4)) / 1e-4 / a_onset - 1) < 1e-3
for G in (0.1, 10.0, 1000.0):
    assert path_ratio(G) > 1 / (1 + a_onset * G)
G_per_n = damping_slope * q_thermal * tau / fugacity_density
n_onset = 1 / (a_onset * G_per_n)
# One per cent allows for the slight degeneracy at this density.
assert abs(drag(1e21, bose=False) / s_classical
           / path_ratio(G_per_n * 1e21) - 1) < 0.01

log_G = 30 * np.log(10)
y_cut = brentq(lambda y: log_G + np.log(y) - y**2, 1, 50)
y, dy = midpoint_grid(20.0, 40000)
coupled_volume = np.sum(y**2 * expit(log_G + np.log(y) - y**2)) * dy
assert abs(coupled_volume / (y_cut**3 / 3) - 1) < 0.01

s_floor = 4 * kB / (3 * e)
s_degenerate = drag_from_eta(2000.0, v=1.0)[1]
# The edge of the coupled region lies a few kT above the Fermi energy.
assert abs(s_degenerate / s_floor - 1) < 0.015

n_half = np.exp(brentq(lambda t: drag(np.exp(t)) / s_quantum - 0.5,
                       np.log(1e19), np.log(1e24), xtol=1e-6))
assert n_half > n_onset * 0.9

print(f"mass: {mass / m_e:.2f} electron masses")
print(f"deformation potential: {deform / e:.1f} eV")
print(f"mass density: {rho:.0f} kg/m^3")
print(f"sound velocity: {v_sound:.0f} m/s")
print(f"phonon mean free path: {path * 1e3:.1f} mm")
print(f"phonon lifetime without carriers: {tau * 1e9:.0f} ns")
print(f"temperature: {T:.0f} K")
print(f"thermal wave number sqrt(8 m kT)/hbar: {q_thermal:.3e} 1/m")
print(f"hbar v q/kT at that q: {hbar * v_sound * q_thermal / kT:.3f}")
print(f"m v^2/kT: {mass * v_sound**2 / kT:.4f}")
print(f"density scale 2(m kT/2 pi hbar^2)^1.5: {fugacity_density:.3e} m^-3")
print(f"acoustic mobility mu_ac: {mu_ac:.3f} m^2/(V s)")
print(f"drift-assumption mobility mu_d: {mu_drift:.3f} m^2/(V s)")
print(f"ratio mu_ac/mu_d: {mu_ac / mu_drift:.4f}")
print(f"low-density S with mu_ac: {s_low * 1e6:.0f} uV/K"
      f" = {s_low * 1e3:.2f} mV/K")
print(f"low-density S with mu_d: {s_low_drift * 1e6:.0f} uV/K")
print(f"same, with Planck statistics: {s_quantum * 1e6:.0f} uV/K")
print(f"golden-rule damping error at v: {100 * damping_errors[0]:.2f} %")
print(f"golden-rule damping error at v/10: {100 * damping_errors[1]:.4f} %")
print(f"onset coefficient a: {a_onset:.4f}")
print(f"G at n = 1e21 m^-3: {G_per_n * 1e21:.3f}")
print(f"onset density n_s: {n_onset:.3e} m^-3 = {n_onset * 1e-6:.3e} cm^-3")
print(f"half-value density: {n_half:.3e} m^-3 = {n_half * 1e-6:.3e} cm^-3")
print("Drifting carriers, Fermi and Planck statistics:")
print("n (m^-3), S (uV/K), effective path/path, dlnS/dlnn")
for n in (1e18, 1e20, 1e21, 1e22, 1e23, 1e24, 1e25):
    s = drag(n)
    slope = np.log(drag(1.02 * n) / drag(n / 1.02)) / (2 * np.log(1.02))
    if n <= 1e22:
        ratio_text = f"{s / s_quantum:.4f}"
    else:
        ratio_text = "degenerate"
    print(f"{n:.0e}  {s * 1e6:.1f}  {ratio_text}  {slope:.3f}")
print("Coupled Boltzmann, Maxwell carriers, classical phonons:")
print("n (m^-3), mu (m^2/(V s)), S (uV/K), S by drift (uV/K)")
for n, mu, s, s_drift in coupled_rows:
    print(f"{n:.0e}  {mu:.3f}  {s * 1e6:.0f}  {s_drift * 1e6:.0f}")
print(f"With impurities of mobility mu_ac, n = {n_imp:.0e} m^-3:")
print(f"mobility: {mu_imp:.3f} m^2/(V s)")
print(f"momentum share f: {fraction:.4f}")
print(f"S: {s_imp * 1e6:.0f} uV/K")
print(f"degenerate limit 4k/(3e): {s_floor * 1e6:.1f} uV/K")
print(f"computed at E_F/kT = 2000, v = 1 m/s: {s_degenerate * 1e6:.1f} uV/K")
print(f"log law, G = 1e30: volume/(y_c^3/3) = "
      f"{coupled_volume / (y_cut**3 / 3):.5f}")
print("checks complete")
```

Running it gives:

```
mass: 0.30 electron masses
deformation potential: 5.0 eV
mass density: 3000 kg/m^3
sound velocity: 5000 m/s
phonon mean free path: 1.0 mm
phonon lifetime without carriers: 200 ns
temperature: 40 K
thermal wave number sqrt(8 m kT)/hbar: 3.295e+08 1/m
hbar v q/kT at that q: 0.315
m v^2/kT: 0.0124
density scale 2(m kT/2 pi hbar^2)^1.5: 2.008e+23 m^-3
acoustic mobility mu_ac: 7.638 m^2/(V s)
drift-assumption mobility mu_d: 6.749 m^2/(V s)
ratio mu_ac/mu_d: 1.1318
low-density S with mu_ac: 16366 uV/K = 16.37 mV/K
low-density S with mu_d: 18522 uV/K
same, with Planck statistics: 18221 uV/K
golden-rule damping error at v: 0.25 %
golden-rule damping error at v/10: 0.0025 %
onset coefficient a: 0.2350
G at n = 1e21 m^-3: 0.712
onset density n_s: 5.980e+21 m^-3 = 5.980e+15 cm^-3
half-value density: 7.648e+21 m^-3 = 7.648e+15 cm^-3
Drifting carriers, Fermi and Planck statistics:
n (m^-3), S (uV/K), effective path/path, dlnS/dlnn
1e+18  18218.1  0.9998  -0.000
1e+20  17922.3  0.9836  -0.016
1e+21  15717.1  0.8626  -0.131
1e+22  8092.9  0.4441  -0.461
1e+23  2122.6  degenerate  -0.659
1e+24  477.0  degenerate  -0.586
1e+25  169.5  degenerate  -0.319
Coupled Boltzmann, Maxwell carriers, classical phonons:
n (m^-3), mu (m^2/(V s)), S (uV/K), S by drift (uV/K)
1e+18  7.639  16363  18519
1e+20  7.791  16045  18219
1e+21  9.126  13698  15982
1e+22  19.991  6253  8216
With impurities of mobility mu_ac, n = 1e+21 m^-3:
mobility: 4.000 m^2/(V s)
momentum share f: 0.4763
S: 14883 uV/K
degenerate limit 4k/(3e): 114.9 uV/K
computed at E_F/kT = 2000, v = 1 m/s: 115.6 uV/K
log law, G = 1e30: volume/(y_c^3/3) = 1.00024
checks complete
```
